# Is the step with the highest barrier rate determining?: a program that tests the result

```python
"""
Result under test: in a three-step catalytic cycle
    A + * <-> A*,   A* <-> B*,   B* <-> B + *
all net rates are equal in steady state, and the turnover rate r obeys
    1/r = R_1 + R_2 + R_3,   control of step i: X_i = R_i / (R_1 + R_2 + R_3).
The step with the highest forward barrier can have the least control.

Symbols
  state_g : free energies of *, A*, B* (kJ/mol), bare site = 0
  ts_g    : free energies of the three transition states (kJ/mol)
  cycle_g : free energy of one turnover (kJ/mol)
  f, b    : forward and backward constants (1/s), pressures absorbed
  theta   : coverages of *, A*, B*
  X_i     : d ln r / d ln(scale), f_i and b_i scaled together
"""
import numpy as np
from scipy.constants import R as GAS, k as KB, h as PLANCK
from scipy.linalg import expm

TEMP = 500.0
RT = GAS * TEMP / 1000.0
NU = KB * TEMP / PLANCK


def constants(state_g, ts_g, cycle_g):
    """Eyring constants of the three steps."""
    before = np.array(state_g, float)
    after = np.array([state_g[1], state_g[2], state_g[0] + cycle_g])
    ts = np.array(ts_g, float)
    return NU * np.exp(-(ts - before) / RT), NU * np.exp(-(ts - after) / RT)


def generator(f, b):
    """Matrix M of the site balances d theta/dt = M theta."""
    m = np.zeros((3, 3))
    for i in range(3):
        j = (i + 1) % 3
        m[j, i] += f[i]
        m[i, i] -= f[i]
        m[i, j] += b[i]
        m[j, j] -= b[i]
    return m


def one_way(f, b, theta):
    """Forward and backward one-way rates of the three steps."""
    return f * theta, b * np.roll(theta, -1)


def steady(f, b):
    """Steady coverages and turnover rate from the linear balances."""
    m = generator(f, b)
    scale = np.abs(m).max()
    m[0] = scale
    theta = np.linalg.solve(m, np.array([scale, 0.0, 0.0]))
    forward, backward = one_way(f, b, theta)
    return theta, forward[0] - backward[0]


def control(f, b, step=1e-3):
    """Numerical control: scale f_i and b_i together."""
    x = np.zeros(3)
    for i in range(3):
        logs = []
        for sign in (1, -1):
            s = np.ones(3)
            s[i] = np.exp(sign * step)
            logs.append(np.log(steady(f * s, b * s)[1]))
        x[i] = (logs[0] - logs[1]) / (2 * step)
    return x


def order_in_a(f, b, step=1e-3):
    """Reaction order in A: only f_1 is proportional to its pressure."""
    s = np.array([np.exp(step), 1.0, 1.0])
    up, down = steady(f * s, b)[1], steady(f / s, b)[1]
    return np.log(up / down) / (2 * step)


def resistances(state_g, ts_g, cycle_g):
    """Derived formula for R_1, R_2, R_3 (s)."""
    w = np.exp(-np.array(state_g, float) / RT)
    z = np.exp(cycle_g / RT)
    rho = np.exp(np.array(ts_g, float) / RT) / NU
    ahead = np.cumsum(w)
    return rho * (ahead + z * (w.sum() - ahead)) / (1 - z)


# Resistance law and controls on random profiles, some near equilibrium
rng = np.random.default_rng(7)
worst_rate = worst_control = 0.0
for _ in range(200):
    sg = [0.0, *rng.uniform(-10, 20, 2)]
    tg = rng.uniform(40, 60, 3)
    cg = rng.uniform(-30, -3)
    ff, bb = constants(sg, tg, cg)
    res = resistances(sg, tg, cg)
    worst_rate = max(worst_rate, abs(steady(ff, bb)[1] * res.sum() - 1))
    dev = np.abs(control(ff, bb) - res / res.sum()).max()
    worst_control = max(worst_control, dev)
assert worst_rate < 1e-8
assert worst_control < 1e-6

# Worked example
state_g = [0.0, 20.0, 30.0]
ts_g = np.array([90.0, 94.0, 95.0])
cycle_g = -40.0
barriers = ts_g - np.array(state_g)
f, b = constants(state_g, ts_g, cycle_g)
theta, rate = steady(f, b)
forward, backward = one_way(f, b, theta)
res = resistances(state_g, ts_g, cycle_g)
x_num = control(f, b)
assert abs(rate * res.sum() - 1) < 1e-8
assert np.allclose(x_num, res / res.sum(), atol=1e-6)
assert abs(x_num.sum() - 1) < 1e-6

# Net rates in time, starting from bare sites
bare = np.array([1.0, 0.0, 0.0])
t_early, t_late = 2e-7, 5e-5
nets = []
for t in (t_early, t_late):
    up, down = one_way(f, b, expm(generator(f, b) * t) @ bare)
    nets.append(up - down)
early, late = nets
assert early.max() > 2 * early.min()
assert np.allclose(late, rate, rtol=1e-7)

# The counter-example: order of control opposite to order of barriers
assert list(np.argsort(barriers)) == list(np.argsort(-x_num))
assert np.argmin(f) == np.argmin(x_num) == 0
assert x_num.max() < 0.6
assert np.argmax(forward) == 0

# Resting-state estimate; neglected coverages are below one per cent
x_rest = np.exp(ts_g / RT) / np.exp(ts_g / RT).sum()
assert np.abs(x_rest - x_num).max() < 0.01

# Gains from lowering one transition state, solved anew each time
drop, big_drop = 5.0, 60.0
gain = np.zeros(3)
gain_limit = np.zeros(3)
for i in range(3):
    for d, store in ((drop, gain), (big_drop, gain_limit)):
        moved = ts_g.copy()
        moved[i] -= d
        store[i] = steady(*constants(state_g, moved, cycle_g))[1] / rate
assert np.allclose(gain, 1 / (1 - x_num * (1 - np.exp(-drop / RT))),
                   rtol=1e-5)
# the remaining resistance after the big drop is below 1e-6 of the old one
assert np.allclose(gain_limit, 1 / (1 - x_num), rtol=1e-4)

# Same forward constants, no backward steps
none = np.zeros(3)
rate_irr = steady(f, none)[1]
x_irr = control(f, none)
assert abs(rate_irr * (1 / f).sum() - 1) < 1e-8
assert np.allclose(x_irr, (1 / f) / (1 / f).sum(), atol=1e-6)
assert np.argmax(x_irr) == np.argmin(f)

# Reaction order in A equals the bare-site coverage if step 3 is one-way,
# tested also on a case with substantial coverage of intermediates
order = order_in_a(f, b)
b_open = b * np.array([1.0, 1.0, 0.0])
assert abs(order_in_a(f, b_open) - steady(f, b_open)[0][0]) < 1e-6
f_cov, b_cov = np.array([3.0, 2.0, 1.5]), np.array([1.0, 0.7, 0.0])
assert abs(order_in_a(f_cov, b_cov) - steady(f_cov, b_cov)[0][0]) < 1e-6


def row(label, values, fmt):
    print(label + ": " + ", ".join(format(v, fmt) for v in values))


print(f"Temperature: {TEMP:.0f} K")
print(f"RT: {RT:.4f} kJ/mol")
print(f"Prefactor kT/h: {NU:.4e} 1/s")
row("State free energies *, A*, B* (kJ/mol)", state_g, ".0f")
row("Transition-state free energies 1,2,3 (kJ/mol)", ts_g, ".0f")
print(f"Free energy of one turnover: {cycle_g:.0f} kJ/mol")
print(f"z = exp(cycle free energy/RT): {np.exp(cycle_g / RT):.3e}")
row("Forward barriers 1,2,3 (kJ/mol)", barriers, ".0f")
row("Forward constants 1,2,3 (1/s)", f, ".4e")
row("Backward constants 1,2,3 (1/s)", b, ".4e")
row("Weights w of *, A*, B*", np.exp(-np.array(state_g) / RT), ".5f")
row("rho 1,2,3 (microseconds)", 1e6 * np.exp(ts_g / RT) / NU, ".2f")
row("Steady coverages *, A*, B*", theta, ".6f")
row("One-way forward rates 1,2,3 (1/s)", forward, ".2f")
row("One-way backward rates 1,2,3 (1/s)", backward, ".2f")
row("Steady net rates 1,2,3 (1/s)", forward - backward, ".2f")
row(f"Net rates at {t_early * 1e6:.1f} microseconds (1/s)", early, ".2f")
row(f"Net rates at {t_late * 1e6:.0f} microseconds (1/s)", late, ".2f")
print(f"Turnover rate r: {rate:.2f} 1/s")
print(f"Smallest forward constant / r: {f.min() / rate:.3f}")
row("Resistances R 1,2,3 (microseconds)", 1e6 * res, ".2f")
print(f"Sum of resistances: {1e6 * res.sum():.2f} microseconds")
row("Controls X 1,2,3 (numerical derivative)", x_num, ".4f")
row("Controls X 1,2,3 (resistance shares)", res / res.sum(), ".4f")
print(f"Sum of numerical controls: {x_num.sum():.6f}")
row("Resting-state estimate of X 1,2,3", x_rest, ".4f")
row(f"Rate gain, one TS lowered {drop:.0f} kJ/mol, 1,2,3", gain, ".3f")
row("Largest possible gain 1/(1-X) 1,2,3", 1 / (1 - x_num), ".3f")
print(f"No backward steps, turnover rate: {rate_irr:.2f} 1/s")
row("No backward steps, controls X 1,2,3", x_irr, ".4f")
print(f"Reaction order in A: {order:.4f}")
print(f"Random profiles, worst relative rate error: {worst_rate:.1e}")
print(f"Random profiles, worst control error: {worst_control:.1e}")
print("OK")
```

Output:

```
Temperature: 500 K
RT: 4.1572 kJ/mol
Prefactor kT/h: 1.0418e+13 1/s
State free energies *, A*, B* (kJ/mol): 0, 20, 30
Transition-state free energies 1,2,3 (kJ/mol): 90, 94, 95
Free energy of one turnover: -40 kJ/mol
z = exp(cycle free energy/RT): 6.627e-05
Forward barriers 1,2,3 (kJ/mol): 90, 74, 65
Forward constants 1,2,3 (1/s): 4.1281e+03, 1.9374e+05, 1.6882e+06
Backward constants 1,2,3 (1/s): 5.0710e+05, 2.1473e+06, 8.2171e-02
Weights w of *, A*, B*: 1.00000, 0.00814, 0.00073
rho 1,2,3 (microseconds): 242.24, 634.05, 806.47
Steady coverages *, A*, B*: 0.992732, 0.006918, 0.000349
One-way forward rates 1,2,3 (1/s): 4098.06, 1340.32, 589.98
One-way backward rates 1,2,3 (1/s): 3508.15, 750.42, 0.08
Steady net rates 1,2,3 (1/s): 589.90, 589.90, 589.90
Net rates at 0.2 microseconds (1/s): 3733.43, 123.76, 20.19
Net rates at 50 microseconds (1/s): 589.90, 589.90, 589.90
Turnover rate r: 589.90 1/s
Smallest forward constant / r: 6.998
Resistances R 1,2,3 (microseconds): 242.26, 639.25, 813.69
Sum of resistances: 1695.20 microseconds
Controls X 1,2,3 (numerical derivative): 0.1429, 0.3771, 0.4800
Controls X 1,2,3 (resistance shares): 0.1429, 0.3771, 0.4800
Sum of numerical controls: 1.000000
Resting-state estimate of X 1,2,3: 0.1440, 0.3768, 0.4793
Rate gain, one TS lowered 5 kJ/mol, 1,2,3: 1.111, 1.358, 1.506
Largest possible gain 1/(1-X) 1,2,3: 1.167, 1.605, 1.923
No backward steps, turnover rate: 4032.28 1/s
No backward steps, controls X 1,2,3: 0.9768, 0.0208, 0.0024
Reaction order in A: 0.9928
Random profiles, worst relative rate error: 1.5e-13
Random profiles, worst control error: 1.6e-08
OK
```
